**Spin-driven M2 decay of nsnp 3P2 to ns² 1S0**

The program tests the line strength $\mathcal S=5g_s^2\mu_B^2O^2R^2$ and the rate $A=\mu_0g_s^2\mu_B^2k^5O^2R^2/(60\pi\hbar)$. Here $O$ is the overlap of the $ns$ orbitals of the two levels, $R$ is the dipole radial integral, $k$ is the photon wavenumber, $g_s$ is the spin g-factor and $\mu_B$ is the Bohr magneton. It builds the twelve antisymmetric nsnp states, diagonalizes a model Hamiltonian with spin-orbit coupling, and sums the emission over directions and polarizations with the full plane wave. It asserts that the $J=2$ states contain no singlet, that the orbital coupling vanishes for them, and that the rate agrees with the formula and grows as the fifth power of $k$. It also asserts the line strength and the ratio to the allowed dipole rate. For a photon energy of 2.5 eV the output shows a rate of $1.383\times10^{-4}\ \mathrm{s^{-1}}$, with a largest relative deviation of $1.2\times10^{-6}$ between the plane-wave sum and the formula. The ratio to the allowed rate is $1.795\times10^{-12}$.

## Program and output

```python
# Result under test: the spin part of the magnetic-quadrupole (M2) coupling
# joins nsnp 3P2 to ns^2 1S0 with no singlet admixture, and
#   strength S = 5 gs^2 muB^2 (O R)^2
#   rate     A = mu0 gs^2 muB^2 k^5 (O R)^2 / (60 pi hbar)
# O: overlap of the ns orbitals of the two levels; k: photon wavenumber;
# R: radial integral of P_ns r P_np, with ns taken from the lower level;
# gs: spin g-factor; muB: Bohr magneton. Orbital lengths are in Bohr radii.
# The direct side uses two-electron states and the full photon plane wave.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

hbar, c, e = const.hbar, const.c, const.e
eps0, mu0, me = const.epsilon_0, const.mu_0, const.m_e
a0 = const.physical_constants["Bohr radius"][0]
muB = e * hbar / (2 * me)
gs = 2.0
zeta_g, zeta_u, zeta_p = 1.0, 1.2, 0.8
photon_eV = 2.5
gap_eV, so_eV = 1.0, 0.1


def sphere(n_theta, n_phi):
    """Unit vectors and weights for integration over solid angle."""
    x, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    ct, ph = np.meshgrid(x, phi, indexing="ij")
    st = np.sqrt(1 - ct**2)
    vec = np.array([st * np.cos(ph), st * np.sin(ph), ct]).reshape(3, -1)
    return vec, np.repeat(w, n_phi) * 2 * np.pi / n_phi


# Radial integrals from their definitions
def P(r, z):
    return np.sqrt((2 * z)**5 / 24) * r**2 * np.exp(-z * r)


R = quad(lambda r: P(r, zeta_g) * r * P(r, zeta_p), 0, 60,
         epsabs=1e-12, epsrel=1e-12, limit=200)[0]
O = quad(lambda r: P(r, zeta_g) * P(r, zeta_u), 0, 60,
         epsabs=1e-12, epsrel=1e-12, limit=200)[0]
R_closed = 5 * (4 * zeta_g * zeta_p)**2.5 / (zeta_g + zeta_p)**6
O_closed = (4 * zeta_g * zeta_u)**2.5 / (zeta_g + zeta_u)**5
assert abs(R - R_closed) < 1e-9 and abs(O - O_closed) < 1e-9

# Orbitals and their gradients on a three-dimensional grid
xr, wr = np.polynomial.legendre.leggauss(100)
radius = 20 * (xr + 1)
unit, w_ang = sphere(8, 16)
rr = np.repeat(radius, unit.shape[1])
rhat = np.tile(unit, (1, len(radius)))
pos = rr * rhat
weight = np.outer(20 * wr * radius**2, w_ang).ravel()


def s_orbital(z):
    f = np.sqrt((2 * z)**5 / 24 / (4 * np.pi)) * np.exp(-z * rr)
    return f * rr, f * (1 - z * rr) * rhat


def p_orbital(z, j):
    f = np.sqrt((2 * z)**5 / 8 / (4 * np.pi)) * np.exp(-z * rr)
    return f * pos[j], f * (np.eye(3)[j][:, None] - z * pos[j] * rhat)


g_val, g_grad = s_orbital(zeta_g)
u_val, u_grad = s_orbital(zeta_u)
ov = np.sum(weight * g_val * u_val)
rest = np.sqrt(1 - ov**2)
p_funcs = [p_orbital(zeta_p, j) for j in range(3)]
chi = np.array([g_val, (u_val - ov * g_val) / rest]
               + [f[0] for f in p_funcs])
grad = np.array([g_grad, (u_grad - ov * g_grad) / rest]
                + [f[1] for f in p_funcs])
assert np.allclose((chi * weight) @ chi.T, np.eye(5), atol=1e-10)
r_mat = [(chi * weight * pos[a]) @ chi.T for a in range(3)]

# One-electron spin and orbital angular momentum, in units of hbar
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])
lev = np.zeros((3, 3, 3))
for i, j, k3 in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    lev[i, j, k3], lev[i, k3, j] = 1, -1
orb = np.zeros((3, 5, 5), complex)
orb[:, 2:, 2:] = -1j * lev
one2, one5 = np.eye(2), np.eye(5)

# Two-electron states are antisymmetric 10 x 10 coefficient matrices
ground = np.zeros((10, 10), complex)
ground[0, 1], ground[1, 0] = np.sqrt(0.5), -np.sqrt(0.5)
u_vec = np.array([ov, rest, 0, 0, 0])
basis = []
for j in range(3):
    for sa in range(2):
        for sb in range(2):
            a = np.kron(u_vec, one2[sa])
            b = np.kron(one5[2 + j], one2[sb])
            basis.append((np.outer(a, b) - np.outer(b, a)) / np.sqrt(2))
basis = np.array(basis)


def element(bra, op, ket):
    """Matrix element of the sum of op over both electrons."""
    return np.vdot(bra, op @ ket + ket @ op.T)


def in_basis(op):
    return np.array([[element(x, op, y) for y in basis] for x in basis])


S_ops = [in_basis(np.kron(one5, spin[a])) for a in range(3)]
L_ops = [in_basis(np.kron(orb[a], one2)) for a in range(3)]
S2 = sum(m @ m for m in S_ops)
J2 = sum((m + n) @ (m + n) for m, n in zip(S_ops, L_ops))
LS1 = in_basis(sum(np.kron(orb[a], spin[a]) for a in range(3)))


def levels(so):
    """Eigenstates, with their mean J^2 and singlet weight."""
    _, vec = np.linalg.eigh(-0.5 * gap_eV * S2 + so * LS1)
    j2 = np.real(np.diag(vec.conj().T @ J2 @ vec))
    singlet = 1 - np.real(np.diag(vec.conj().T @ S2 @ vec)) / 2
    return np.einsum("bi,bxy->ixy", vec, basis), j2, singlet


states, j2, singlet = levels(so_eV)
is2, is1, is0 = [np.abs(j2 - v) < 1e-8 for v in (6, 2, 0)]
assert (is2.sum(), is1.sum(), is0.sum()) == (5, 6, 1)
triplet2 = states[is2]
weight2 = np.max(np.abs(singlet[is2]))
weight1 = np.min(singlet[is1])
assert weight2 < 1e-10 and weight1 > 1e-4
pure, _, pure_singlet = levels(0.0)
singlet1 = pure[pure_singlet > 0.5]
assert len(singlet1) == 3

# Direct emission: golden rule with the full plane wave
directions, w_dir = sphere(6, 12)


def golden(k):
    """Golden-rule factor per solid angle; the box volume cancels."""
    density = k**2 / ((2 * np.pi)**3 * hbar * c)
    return 2 * np.pi / hbar * density * hbar / (2 * eps0 * c * k)


def emission_sums(k, kets):
    """Direction and polarization sums: spin, orbital and dipole."""
    sums = np.zeros((3, len(kets)))
    for n, w in zip(directions.T, w_dir):
        e1 = np.cross(n, [0, 0, 1])
        e1 /= np.linalg.norm(e1)
        phase = weight * np.exp(-1j * k * a0 * (n @ pos))
        wave = (chi * phase) @ chi.T
        for pol in (e1, np.cross(n, e1)):
            magnetic = np.einsum("a,aij->ij", np.cross(n, pol), spin)
            slope = np.einsum("a,iag->ig", pol, grad)
            ops = [np.kron(wave, magnetic),
                   np.kron((chi * phase) @ slope.T, one2),
                   np.kron(sum(pol[a] * r_mat[a] for a in range(3)), one2)]
            for q, op in enumerate(ops):
                amp = np.array([element(ground, op, x) for x in kets])
                sums[q] += w * np.abs(amp)**2
    return sums


def spin_rate(k, sums):
    return golden(k) * (gs * muB * k)**2 * sums[0]


k = photon_eV * e / (hbar * c)
sums2 = emission_sums(k, triplet2)
direct = spin_rate(k, sums2)
formula = mu0 * gs**2 * muB**2 * k**5 * (O * R * a0)**2 / (60 * np.pi * hbar)
deviation = np.max(np.abs(direct / formula - 1))
# The formula drops relative terms of order (k r)^2, about 1e-6 here.
assert deviation < 2e-5
double = spin_rate(2 * k, emission_sums(2 * k, triplet2))
power = np.log2(np.mean(double) / np.mean(direct))
assert abs(power - 5) < 1e-4
rate_j0 = spin_rate(k, emission_sums(k, states[is0]))[0]
assert rate_j0 < 1e-12 * formula

# The spin-free coupling fails for 3P2 but works for the singlet 1P1
sums1 = emission_sums(k, singlet1)
orbital2, orbital1 = np.max(sums2[1]), np.min(sums1[1])
assert orbital2 < 1e-20 and orbital1 > 1e-2

# Orbital M2 operator: no symmetric traceless element between s and p
rl = np.array([[(r_mat[a] @ orb[b])[0, 2:] for b in range(3)]
               for a in range(3)])
sym = (rl + rl.transpose(1, 0, 2)) / 2
sym = sym - np.einsum("ab,c->abc", np.eye(3), np.einsum("aac->c", sym)) / 3
assert np.max(np.abs(sym)) < 1e-10 and np.max(np.abs(rl)) > 0.1

# Tensor <1S0| sum s_a r_b |3P2> and the M2 line strength
T = np.array([[[element(ground, np.kron(r_mat[b], spin[a]), x)
                for b in range(3)] for a in range(3)] for x in triplet2])
assert np.allclose(T, T.transpose(0, 2, 1), atol=1e-10)
assert np.max(np.abs(np.einsum("xaa->x", T))) < 1e-10
T_norm = np.sum(np.abs(T)**2, axis=(1, 2))
assert np.allclose(T_norm, (O * R)**2 / 6, rtol=1e-8)
# Only relative spin times relative position joins the two levels:
# total spin times total position must vanish on the singlet.
for a in range(3):
    total_spin = np.kron(one5, spin[a])
    assert np.allclose(total_spin @ ground + ground @ total_spin.T, 0)
quadratic = [np.diag([-0.5, -0.5, 1.0]).astype(complex)]
for sign in (1, -1):
    v = np.array([1, sign * 1j, 0])
    z = np.array([0, 0, 1])
    quadratic.append(-sign * np.sqrt(1.5)
                     * (np.outer(v, z) + np.outer(z, v)) / 2)
    quadratic.append(np.sqrt(3 / 8) * np.outer(v, v))
strength = sum(np.sum(np.abs(gs * np.einsum("ab,xab->x", 2 * q, T))**2)
               for q in quadratic)
strength_formula = 5 * gs**2 * (O * R)**2
assert abs(strength / strength_formula - 1) < 1e-8

# Allowed E1 line from 1P1 at the same photon energy and orbitals
e1_rates = golden(k) * (e * c * k * a0)**2 * sums1[2]
e1_rate = np.mean(e1_rates)
dip = sum(abs(element(ground, np.kron(r_mat[a], one2), x))**2
          for a in range(3) for x in singlet1)
assert abs(dip / (2 * (O * R)**2) - 1) < 1e-8
ratio = np.mean(direct) / e1_rate
ratio_formula = 3 * gs**2 / 160 * (photon_eV * e / (me * c**2))**2
assert abs(ratio / ratio_formula - 1) < 2e-5

print(f"Exponent of lower ns orbital: {zeta_g:.1f} 1/a0")
print(f"Exponent of upper ns orbital: {zeta_u:.1f} 1/a0")
print(f"Exponent of np orbital: {zeta_p:.1f} 1/a0")
print(f"Photon energy: {photon_eV:.2f} eV")
print(f"Spin g-factor: {gs:.1f} (dimensionless)")
print(f"Photon wavelength: {2 * np.pi / k * 1e9:.2f} nm")
print(f"Photon wavenumber k: {k:.5e} 1/m")
print(f"k times Bohr radius: {k * a0:.4e} (dimensionless)")
print(f"Dipole radial integral R: {R:.5f} a0")
print(f"ns overlap O: {O:.5f} (dimensionless)")
print(f"Product O R: {O * R:.5f} a0")
print(f"Product O R in SI: {O * R * a0:.5e} m")
print(f"Sum of |T_ab|^2 per state: {np.mean(T_norm):.5f} a0^2")
print(f"M2 strength, direct: {strength:.4f} muB^2 a0^2")
print(f"M2 strength, formula: {strength_formula:.4f} muB^2 a0^2")
print(f"M2 strength in SI: {strength * (muB * a0)**2:.4e} A^2 m^6")
print(f"M2 rate, full plane wave: {np.mean(direct):.5e} 1/s")
print(f"M2 rate, formula: {formula:.5e} 1/s")
print(f"Largest relative rate deviation: {deviation:.1e} (dimensionless)")
print(f"M2 lifetime: {1 / formula:.1f} s")
print(f"M2 lifetime converted: {1 / formula / 3600:.3f} h")
print(f"M2 rate if O were 1: {formula / O**2:.5e} 1/s")
print(f"Fitted power of k in rate: {power:.5f} (dimensionless)")
print(f"Singlet-triplet gap in model: {gap_eV:.2f} eV")
print(f"Spin-orbit parameter in model: {so_eV:.2f} eV")
print(f"Largest singlet weight, J=2: {weight2:.1e} (dimensionless)")
print(f"Singlet weight, lower J=1: {weight1:.5f} (dimensionless)")
print(f"Orbital emission sum, 3P2: {orbital2:.1e} 1/a0^2")
print(f"Orbital emission sum, 1P1: {orbital1:.4f} 1/a0^2")
print(f"E1 strength of 1P1: {dip:.4f} e^2 a0^2")
print(f"E1 rate of 1P1: {e1_rate:.5e} 1/s")
print(f"Rate ratio M2/E1, direct: {ratio:.5e} (dimensionless)")
print(f"Rate ratio M2/E1, formula: {ratio_formula:.5e} (dimensionless)")
print("all assertions hold")
```

Output:

```
Exponent of lower ns orbital: 1.0 1/a0
Exponent of upper ns orbital: 1.2 1/a0
Exponent of np orbital: 0.8 1/a0
Photon energy: 2.50 eV
Spin g-factor: 2.0 (dimensionless)
Photon wavelength: 495.94 nm
Photon wavenumber k: 1.26693e+07 1/m
k times Bohr radius: 6.7043e-04 (dimensionless)
Dipole radial integral R: 2.69284 a0
ns overlap O: 0.97947 (dimensionless)
Product O R: 2.63754 a0
Product O R in SI: 1.39573e-10 m
Sum of |T_ab|^2 per state: 1.15944 a0^2
M2 strength, direct: 139.1327 muB^2 a0^2
M2 strength, formula: 139.1327 muB^2 a0^2
M2 strength in SI: 3.3509e-65 A^2 m^6
M2 rate, full plane wave: 1.38292e-04 1/s
M2 rate, formula: 1.38292e-04 1/s
Largest relative rate deviation: 1.2e-06 (dimensionless)
M2 lifetime: 7231.1 s
M2 lifetime converted: 2.009 h
M2 rate if O were 1: 1.44151e-04 1/s
Fitted power of k in rate: 4.99999 (dimensionless)
Singlet-triplet gap in model: 1.00 eV
Spin-orbit parameter in model: 0.10 eV
Largest singlet weight, J=2: 1.1e-15 (dimensionless)
Singlet weight, lower J=1: 0.00447 (dimensionless)
Orbital emission sum, 3P2: 4.8e-31 1/a0^2
Orbital emission sum, 1P1: 1.5232 1/a0^2
E1 strength of 1P1: 13.9133 e^2 a0^2
E1 rate of 1P1: 7.70363e+07 1/s
Rate ratio M2/E1, direct: 1.79515e-12 (dimensionless)
Rate ratio M2/E1, formula: 1.79515e-12 (dimensionless)
all assertions hold
```
